# When Electrons Enter the Second Subband of a Quantum Well: a numerical check

```python
"""
Result under test: electrons in a hard-wall well of width L (one valley, two
spins, T = 0, equal masses across and along the well) enter the second subband
at the sheet density n_c = 3*pi/(2*L**2), whatever the effective mass.
With confinement mass m_z and in-plane mass m_p, n_c gains the factor m_p/m_z.
Symbols: E1, E2 subband edges; gap = E2 - E1; g = 2D density of states.
Internal units: nm, eV, free-electron masses. Sheet densities are in nm^-2 and
are printed in cm^-2. The program also sizes effects outside the ideal model.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit

KINETIC = const.hbar**2 / (2 * const.m_e * const.e) * 1e18  # eV nm^2
COULOMB = const.e / const.epsilon_0 * 1e9                  # e^2/eps0, eV nm
BOLTZMANN = const.k / const.e                              # eV/K
PER_CM2 = 1e14                                             # nm^-2 to cm^-2

# Rough typical inputs for a GaAs well between AlGaAs barriers
width = 10.0
mass = 0.067
barrier_mass = 0.09
barrier_height = 0.25
permittivity = 12.9
nonparabolicity = 0.6
width_error = 0.3


def lowest_two(step, inverse_mass_mid, potential):
    """Two lowest states of -d/dz (1/m) d/dz + V with zero end values."""
    scale = KINETIC / step**2
    diagonal = scale * (inverse_mass_mid[:-1] + inverse_mass_mid[1:]) + potential
    off_diagonal = -scale * inverse_mass_mid[1:-1]
    return eigh_tridiagonal(diagonal, off_diagonal, select="i",
                            select_range=(0, 1))


def hard_wall_levels(m_z, intervals=1000):
    energies, _ = lowest_two(width / intervals,
                             np.full(intervals, 1 / m_z),
                             np.zeros(intervals - 1))
    return energies


def counted_threshold(m_z, m_p, side=2000.0):
    """Count spin states of subband 1 lying below the edge of subband 2."""
    e1, e2 = hard_wall_levels(m_z)
    k_max = np.sqrt((e2 - e1) * m_p / KINETIC)
    j_max = int(np.ceil(k_max * side / (2 * np.pi))) + 1
    k = 2 * np.pi * np.arange(-j_max, j_max + 1) / side
    energy = e1 + KINETIC / m_p * (k[:, None]**2 + k[None, :]**2)
    return 2 * np.count_nonzero(energy < e2) / side**2


def density_of_states(m):
    return m / (2 * np.pi * KINETIC)


# Ideal well: derived formulas
n_ideal = 3 * np.pi / (2 * width**2)
e1_ideal = KINETIC * np.pi**2 / (mass * width**2)
e2_ideal = 4 * e1_ideal
gap_ideal = e2_ideal - e1_ideal
g_ideal = density_of_states(mass)
assert np.allclose(hard_wall_levels(mass), [e1_ideal, e2_ideal], rtol=2e-5)

# Finite counting square gives a boundary error well below 0.3 percent
mass_table = []
for trial_mass in (0.03, 0.067, 0.2, 1.0):
    n_counted = counted_threshold(trial_mass, trial_mass)
    assert abs(n_counted / n_ideal - 1) < 3e-3
    trial_levels = hard_wall_levels(trial_mass)
    mass_table.append((trial_mass, trial_levels[1] - trial_levels[0], n_counted))

# Unequal masses: the cancellation must leave their ratio
aniso_z, aniso_p = 0.1, 0.2
n_aniso = counted_threshold(aniso_z, aniso_p)
assert abs(n_aniso / (n_ideal * aniso_p / aniso_z) - 1) < 3e-3

# Nonparabolic isotropic band: integrate its energy-dependent density of states
def nonparabolic_energy(parabolic_energy):
    a = nonparabolicity
    return (np.sqrt(1 + 4 * a * parabolic_energy) - 1) / (2 * a)


e1_np = nonparabolic_energy(e1_ideal)
e2_np = nonparabolic_energy(e2_ideal)
n_np = quad(lambda e: g_ideal * (1 + 2 * nonparabolicity * e), e1_np, e2_np)[0]
assert abs(n_np / n_ideal - 1) < 1e-9
assert e2_np - e1_np < 0.95 * gap_ideal


# Finite barriers: matching conditions for the even and odd states
def finite_levels(m_w, m_b):
    ratio = m_w / m_b

    def wave_numbers(energy):
        return (np.sqrt(m_w * energy / KINETIC),
                np.sqrt(m_b * (barrier_height - energy) / KINETIC))

    def even(energy):
        k, kappa = wave_numbers(energy)
        return k * np.sin(k * width / 2) - ratio * kappa * np.cos(k * width / 2)

    def odd(energy):
        k, kappa = wave_numbers(energy)
        return k * np.cos(k * width / 2) + ratio * kappa * np.sin(k * width / 2)

    unit = KINETIC * np.pi**2 / (m_w * width**2)
    top = min(4 * unit, barrier_height)
    return brentq(even, 1e-10, unit), brentq(odd, unit, top)


def finite_levels_grid(m_w, m_b, step=0.02, outside=15.0):
    left = round(outside / step)
    right = left + round(width / step)
    total = right + left
    midpoint = np.arange(total) + 0.5
    inside = (midpoint > left) & (midpoint < right)
    node = np.arange(1, total)
    potential = np.where((node > left) & (node < right), 0.0, barrier_height)
    potential[(node == left) | (node == right)] = barrier_height / 2
    return lowest_two(step, np.where(inside, 1 / m_w, 1 / m_b), potential)[0]


e1_fin, e2_fin = finite_levels(mass, barrier_mass)
assert np.allclose(finite_levels_grid(mass, barrier_mass),
                   [e1_fin, e2_fin], rtol=3e-4)
n_finite = g_ideal * (e2_fin - e1_fin)
heavy = 2 * mass
heavy_levels = finite_levels(heavy, 2 * barrier_mass)
assert np.allclose(finite_levels_grid(heavy, 2 * barrier_mass),
                   heavy_levels, rtol=3e-4)
n_finite_heavy = density_of_states(heavy) * (heavy_levels[1] - heavy_levels[0])
assert n_finite < n_ideal
assert n_finite_heavy > 1.05 * n_finite


# Hartree repulsion in the hard-wall well, symmetric remote donors
def hartree_threshold(m, intervals=400):
    step = width / intervals
    z = step * np.arange(1, intervals)
    distance = np.abs(z[:, None] - z[None, :])
    potential = np.zeros(intervals - 1)
    density = n_ideal
    for _ in range(200):
        energies, states = lowest_two(step, np.full(intervals, 1 / m), potential)
        new_density = density_of_states(m) * (energies[1] - energies[0])
        change = abs(new_density - density)
        density = 0.5 * (density + new_density)
        probability = states[:, 0]**2
        new_potential = (-COULOMB / (2 * permittivity) * density
                         * (distance @ probability))
        change_v = np.max(np.abs(new_potential - potential))
        potential = 0.5 * (potential + new_potential)
        if change < 1e-10 and change_v < 1e-8:
            return density, energies[1] - energies[0]
    raise RuntimeError("Hartree iteration did not converge")


def effective_bohr(m):
    return permittivity * 8 * np.pi * KINETIC / (m * COULOMB)


def hartree_first_order(m):
    return n_ideal / (1 + 5 * width / (4 * np.pi**2 * effective_bohr(m)))


# Two percent allows for the second-order change of the charge profile
for trial_mass in (0.03, mass):
    n_hartree, gap_hartree = hartree_threshold(trial_mass)
    assert abs(n_hartree / hartree_first_order(trial_mass) - 1) < 0.02
    assert n_hartree < 0.97 * n_ideal


# Thermal population of subband 2 at fixed total density n_ideal
def thermal_fraction(temperature):
    kt = BOLTZMANN * temperature

    def population(edge, mu):
        # Split the integral at the Fermi level and stop 40 kT beyond it
        middle = max(edge, mu)
        occupation = lambda e: expit((mu - e) / kt)
        lower = quad(occupation, edge, middle, limit=200)[0]
        upper = quad(occupation, middle, middle + 40 * kt, limit=200)[0]
        return g_ideal * (lower + upper)

    mu = brentq(lambda x: population(e1_ideal, x) + population(e2_ideal, x)
                - n_ideal, e1_ideal, e2_ideal + 5 * kt)
    return population(e2_ideal, mu) / n_ideal


thermal = {}
for temperature in (77.0, 300.0):
    thermal[temperature] = thermal_fraction(temperature)
    low_t_formula = (BOLTZMANN * temperature / gap_ideal
                     * np.log((1 + np.sqrt(5)) / 2))
    # Omitted terms are of order exp(-gap/kT), below one percent here
    assert abs(thermal[temperature] / low_t_formula - 1) < 0.01

# Remaining sizes: width error, interaction parameter, field outside the well
n_wider = 3 * np.pi / (2 * (width + width_error)**2)
r_s = 1 / (np.sqrt(np.pi * n_ideal) * effective_bohr(mass))
field_ideal = COULOMB * n_ideal / (2 * permittivity)    # V/nm
field_finite = COULOMB * n_finite / (2 * permittivity)
spacer_limit = (barrier_height - e2_fin) / field_finite

print(f"Well width: {width:.1f} nm")
print(f"Effective mass: {mass:.3f} m_e")
print(f"Barrier mass: {barrier_mass:.3f} m_e")
print(f"Barrier height: {barrier_height:.3f} eV")
print(f"Relative permittivity: {permittivity:.1f}")
print(f"Nonparabolicity: {nonparabolicity:.2f} 1/eV")
print(f"hbar^2/(2 m_e): {KINETIC:.6f} eV nm^2")
print(f"Ideal E1: {e1_ideal:.4f} eV")
print(f"Ideal E2: {e2_ideal:.4f} eV")
print(f"Ideal gap: {gap_ideal:.4f} eV")
print(f"Density of states: {g_ideal * PER_CM2:.4e} 1/(eV cm^2)")
print(f"Ideal threshold: {n_ideal:.6f} nm^-2")
print(f"Ideal threshold: {n_ideal * PER_CM2:.4e} cm^-2")
print(f"Fermi wave number at threshold: {np.sqrt(2*np.pi*n_ideal):.4f} nm^-1")
for trial_mass, trial_gap, n_counted in mass_table:
    print(f"m = {trial_mass:.3f} m_e: gap {trial_gap:.4f} eV, "
          f"counted n {n_counted * PER_CM2:.3e} cm^-2")
print(f"Unequal masses: m_z {aniso_z:.2f}, m_p {aniso_p:.2f} m_e")
print(f"Unequal masses, counted n: {n_aniso * PER_CM2:.3e} cm^-2")
print(f"Nonparabolic gap, hard walls: {e2_np - e1_np:.4f} eV")
print(f"Nonparabolic threshold: {n_np * PER_CM2:.4e} cm^-2")
print(f"Finite-barrier E1: {e1_fin:.4f} eV")
print(f"Finite-barrier E2: {e2_fin:.4f} eV")
print(f"Finite-barrier gap: {e2_fin - e1_fin:.4f} eV")
print(f"Finite-barrier threshold: {n_finite * PER_CM2:.3e} cm^-2")
print(f"Finite/ideal threshold ratio: {n_finite / n_ideal:.3f}")
print(f"Finite barrier, both masses doubled: {n_finite_heavy*PER_CM2:.3e} cm^-2")
print(f"Effective Bohr radius: {effective_bohr(mass):.2f} nm")
print(f"Hartree threshold, first order: {hartree_first_order(mass)*PER_CM2:.3e} cm^-2")
print(f"Hartree threshold, self-consistent: {n_hartree * PER_CM2:.3e} cm^-2")
print(f"Hartree gap at threshold: {gap_hartree:.4f} eV")
print(f"Hartree/ideal threshold ratio: {n_hartree / n_ideal:.3f}")
for temperature, fraction in thermal.items():
    print(f"kT at {temperature:.0f} K: {BOLTZMANN * temperature:.5f} eV")
    print(f"Subband-2 share at {temperature:.0f} K: {100 * fraction:.2f} %")
print(f"Width increase tried: {width_error:.1f} nm")
print(f"Threshold change from it: {100 * (n_wider / n_ideal - 1):.2f} %")
print(f"Interaction parameter r_s: {r_s:.3f}")
print(f"Outside field, ideal n: {10 * field_ideal:.3f} MV/cm")
print(f"Outside field, finite-barrier n: {10 * field_finite:.3f} MV/cm")
print(f"Rough spacer limit, finite barrier: {spacer_limit:.1f} nm")
print("PASS")
```

Output:

```
Well width: 10.0 nm
Effective mass: 0.067 m_e
Barrier mass: 0.090 m_e
Barrier height: 0.250 eV
Relative permittivity: 12.9
Nonparabolicity: 0.60 1/eV
hbar^2/(2 m_e): 0.038100 eV nm^2
Ideal E1: 0.0561 eV
Ideal E2: 0.2245 eV
Ideal gap: 0.1684 eV
Density of states: 2.7988e+13 1/(eV cm^2)
Ideal threshold: 0.047124 nm^-2
Ideal threshold: 4.7124e+12 cm^-2
Fermi wave number at threshold: 0.5441 nm^-1
m = 0.030 m_e: gap 0.3760 eV, counted n 4.712e+12 cm^-2
m = 0.067 m_e: gap 0.1684 eV, counted n 4.712e+12 cm^-2
m = 0.200 m_e: gap 0.0564 eV, counted n 4.712e+12 cm^-2
m = 1.000 m_e: gap 0.0113 eV, counted n 4.712e+12 cm^-2
Unequal masses: m_z 0.10, m_p 0.20 m_e
Unequal masses, counted n: 9.423e+12 cm^-2
Nonparabolic gap, hard walls: 0.1460 eV
Nonparabolic threshold: 4.7124e+12 cm^-2
Finite-barrier E1: 0.0307 eV
Finite-barrier E2: 0.1204 eV
Finite-barrier gap: 0.0897 eV
Finite-barrier threshold: 2.511e+12 cm^-2
Finite/ideal threshold ratio: 0.533
Finite barrier, both masses doubled: 2.998e+12 cm^-2
Effective Bohr radius: 10.19 nm
Hartree threshold, first order: 4.191e+12 cm^-2
Hartree threshold, self-consistent: 4.214e+12 cm^-2
Hartree gap at threshold: 0.1506 eV
Hartree/ideal threshold ratio: 0.894
kT at 77 K: 0.00664 eV
Subband-2 share at 77 K: 1.90 %
kT at 300 K: 0.02585 eV
Subband-2 share at 300 K: 7.38 %
Width increase tried: 0.3 nm
Threshold change from it: -5.74 %
Interaction parameter r_s: 0.255
Outside field, ideal n: 0.331 MV/cm
Outside field, finite-barrier n: 0.176 MV/cm
Rough spacer limit, finite barrier: 7.4 nm
PASS
```
